First-order Hartree shift as a benchmark for a Schrödinger-Poisson solver

**Question**

I have written a one-dimensional Schrödinger-Poisson solver for a thin semiconductor film between two gates, and I want to test it against something I can work out by hand. My test case has hard walls at z = 0 and z = L, with the electrostatic potential held at zero on both. The film has L = 3 nm, dielectric constant 12, confinement mass 0.9 mₑ and N = 10¹² electrons per cm², all in the lowest level. The solver uses the three-point formula on a uniform grid.

At low density the electron density should be close to the sine-squared form of the empty well. I would like to integrate Poisson's equation for that density and use first-order perturbation theory for the level. Four things stop me:

1. I lose track of the signs and the integration constants.
2. My code prints the shift of the level and the shift of the energy per electron, and they differ by about a factor of two. Which one should I compare?
3. How low is "low density"? If code and formula differ by 0.2 %, is that physics, the grid or a bug?
4. If the first-order shift agrees, does that show that the self-consistency loop works?

**Answer**

Compare the shift of the level divided by N, extrapolated to zero density. Then look at the curvature in N as well, because the first-order shift cannot see how the density responds to the potential.

**Conventions**

I use atomic units in the algebra: ħ = e = mₑ = 4πε₀ = 1. The film is uniform in its plane and contains no fixed charge, and the electrons interact through the mean (Hartree) potential alone. In-plane kinetic energy separates off and is left out. The level ε and its normalized wave function obey

−ψ''/(2m) + Uψ = εψ, ψ(0) = ψ(L) = 0.

Here U is the potential energy of an electron, not the electrostatic potential φ. Since the charge density is −n, Poisson's equation reads φ'' = +4πn/κ. With U = −φ,

U'' = −4πn/κ, U(0) = U(L) = 0.

So U is concave and positive inside the film: the electrons repel one another. The sheet density N is an input.

**Integrating Poisson's equation**

The empty well has ψₖ = √(2/L) sin(kπz/L) and Eₖ = k²E₁, with E₁ = π²/(2mL²). The lowest state gives

n = (2N/L) sin²(πz/L) = (N/L)(1 − cos qz), q = 2π/L.

With C = 4πN/(κL), Poisson's equation and its two integrations are

U'' = −C + C cos qz
U' = −Cz + (C/q) sin qz + A
U = −Cz²/2 − (C/q²) cos qz + Az + B.

At z = 0 the condition U = 0 gives B = C/q². At z = L the cosine is again 1, so its term cancels B, and −CL²/2 + AL = 0 gives A = CL/2. Therefore

U(z) = C [ z(L − z)/2 + (1 − cos qz)/q² ]
= (4πN/κL) [ z(L − z)/2 + (L²/2π²) sin²(πz/L) ].

The parabola comes from the average density, and the second term from its concentration in the middle. The slope at the left wall is U'(0) = A = 2πN/κ, which is half the flux of the whole sheet. The other half ends on the right wall, as symmetry requires.

**The first-order shift**

U is proportional to N. The change of the wave function is also proportional to N, so its effect on U is of order N². To first order in N the level therefore moves by the average of the potential above over the unperturbed density:

ΔE = (1/L) ∫₀ᴸ U(z)(1 − cos qz) dz.

Write P(z) = z(L − z)/2, so that P'' = −1. Its plain average is

(1/L) ∫ P dz = (1/2L)(L³/2 − L³/3) = L²/12.

For the cosine part, let f = 1 − cos qz, so f'' = q² cos qz. Both P and f vanish at both walls, so two integrations by parts leave no boundary terms:

q² ∫ P cos qz dz = ∫ P f'' dz = ∫ P'' f dz = −∫ f dz = −L.

Hence (1/L) ∫ P cos qz dz = −1/q². It enters ΔE with a minus sign and so adds 1/q². The second term of U needs the average of (1 − cos qz)², which is 1 + 1/2, because the mean of the cosine is zero and that of its square is 1/2. Altogether

ΔE = C [ L²/12 + 1/q² + 3/(2q²) ] = C [ L²/12 + 5L²/(8π²) ].

Define W = CL² = 4πNL/κ. Then

ΔE = cW, c = 1/12 + 5/(8π²) = 0.146659.

In SI units W = e²NL/(ε₀κ), which for your film is 0.04524 eV. So

ΔE = 0.146659 × 0.04524 eV = 0.006635 eV (2.438 × 10⁻⁴ hartree).

The empty-film level is E₁ = 0.04642 eV. At midplane U = W(1/8 + 1/(2π²)) = 0.00795 eV, somewhat above the average, as it should be.

**Where the factor of two comes from**

Each electron feels all the others, so a sum of levels counts every pair twice. The energy per electron is

E_tot/N = ε − ⟨U⟩/2 = E₁ + cW/2 + …

Its first-order shift is 0.003317 eV, half that of the level. Both of your outputs can be right.

The two are linked by ε = dE_tot/dN. To see this, write the energy per area as

E_tot = N⟨T⟩ + (N²/2) J,

where T is the kinetic energy and J is the interaction of the normalized density ψ² with itself. The self-consistent ψ makes E_tot stationary at fixed N, so only the explicit N needs differentiating. This gives ⟨T⟩ + NJ = ⟨T⟩ + ⟨U⟩ = ε.

**How low is low? The next order**

Second order needs the elements of U between ψ₁ and ψₖ. For even k they vanish, because U and ψ₁ are symmetric about midplane and ψₖ is antisymmetric. For odd k ≥ 3 use

ψₖψ₁ = (1/L) [ cos((k − 1)πz/L) − cos((k + 1)πz/L) ].

Both cosines contain an even multiple of πz/L, so the integration by parts used above applies with q replaced by (k ∓ 1)π/L. The parabola contributes

−(L²/π²) [ 1/(k − 1)² − 1/(k + 1)² ] = −(L²/π²) 4k/(k² − 1)².

In the other term of U, (L²/4π²)(1 − cos qz), the constant drops out by orthogonality. The cosine overlaps only with the first cosine of k = 3, where the average is 1/2, giving −L²/(8π²). Multiplying by C,

Uₖ₁ = −(W/π²) uₖ, uₖ = 4k/(k² − 1)² (+ 1/8 if k = 3).

Thus u₃ = 3/16 + 1/8 = 5/16. Now define the positive sum

S = Σ Uₖ₁²/(Eₖ − E₁) = [W²/(π⁴E₁)] Σ uₖ²/(k² − 1).

The last sum is 0.012261, of which k = 3 supplies 0.012207. For your film S = 5.55 × 10⁻⁶ eV.

If U were a fixed external potential, the second-order shift would be −S. Here the density also responds. The first-order state is ψ₁ + Σ aₖψₖ with aₖ = −Uₖ₁/(Eₖ − E₁), so the density changes by

δn = 2N ψ₁ Σ aₖψₖ.

This creates an extra potential δU, whose average over ψ₁² must be added. Let F and H be the potentials made by two densities f and h between grounded walls. Then

∫ f H dz = −(κ/4π) ∫ F''H dz = (κ/4π) ∫ F'H' dz,

which is unchanged when the two are exchanged. The potential energy of ψ₁² in δU therefore equals that of δn in the potential made by ψ₁², which is U/N:

∫ ψ₁² δU dz = (1/N) ∫ δn U dz = 2 Σ aₖUₖ₁ = −2S.

The level is then

ε = E₁ + cW − 3S + …

Integrating ε = dE_tot/dN, with S proportional to N², gives

E_tot/N = E₁ + cW/2 − S + …

With the coupling g = W/E₁ = 8mNL³/(πκ), the error of the first-order formula becomes

(self-consistent shift)/(cW) − 1 ≈ −3S/(cW) = −0.00257 g.

The coefficient is small because the potential mixes in little of ψ₃. The amplitude is a₃ = g u₃/(8π²) ≈ 0.004 g. It is positive, and ψ₃ is negative at midplane where ψ₁ is positive, so it moves charge towards the walls.

Your film has g = 0.9745. The potential scale is as large as the confinement energy, yet the expected deviation is only −0.25 %. I solved the coupled equations on a 1000-interval grid, repeating the Schrödinger and Poisson steps until the potential settled. The deviations below are relative to the first-order shift.

N = 10¹¹ cm⁻²
First order 0.0006635 eV; self-consistent 0.0006633 eV.
Deviation −0.025 %; second order predicts −0.025 %.

N = 10¹² cm⁻²
First order 0.006635 eV; self-consistent 0.006618 eV.
Deviation −0.251 %; second order predicts −0.251 %.

N = 10¹³ cm⁻²
First order 0.06635 eV; self-consistent 0.06467 eV.
Deviation −2.53 %; second order predicts −2.51 %.

For a tolerance of 1 %, the second-order estimate allows g up to about 3.9, or N of about 4 × 10¹² cm⁻² in this film.

Thickness matters more than density, since g grows as L³ at fixed N, m and κ. At 5 nm and 10¹² cm⁻², g is 4.5 and the estimated deviation is −1.2 %. But the gap 3E₁ has then shrunk from 0.139 eV to 0.050 eV, about twice the thermal energy at 300 K. At room temperature the assumption of a single filled level is then a more serious limitation than the first-order formula.

**What the grid does**

The grid error can also be found by hand. Take M intervals of width h = L/M, with zⱼ = jh, and let D be the three-point second difference. The sampled sine is an eigenvector of D, because

sin((j + 1)π/M) + sin((j − 1)π/M) = 2 cos(π/M) sin(jπ/M).

The grid therefore gives the right unperturbed density at its points. The same identity for the cosine gives

D cos(2πj/M) = −λ cos(2πj/M), λ = (4/h²) sin²(π/M).

The second difference of P is −1, as in the continuum. So the grid potential is the earlier one with q² replaced by λ:

Uⱼ = C [ P(zⱼ) + (1 − cos(2πj/M))/λ ].

Three averages follow, with sums from j = 1 to M − 1.

- The parabola: (1/M) Σ P = (L²/2M³) Σ j(M − j) = (L²/12)(1 − 1/M²).
- The parabola times the cosine: put fⱼ = 1 − cos(2πj/M), so Df = λ cos(2πj/M). Since P and f vanish at both ends, Σ P Df = Σ f DP = −Σ f = −M. The average is −1/λ.
- The squared term: (1/M) Σ fⱼ² = 3/2 for M ≥ 3, as before.

Adding them, with 1/λ + 3/(2λ) = 5/(2λ), gives the grid coefficient

c_M = 1/12 − 1/(12M²) + 5/(8M² sin²(π/M)).

For large M, 1/sin²x ≈ 1/x² + 1/3. The correction is −1/(12M²) + 5/(24M²), so

c_M ≈ c + 1/(8M²).

The grid makes the first-order shift too large, by 0.88 % at M = 10, 0.21 % at M = 20 and 0.053 % at M = 40, relative to c.

This bears on your 0.2 %. At N = 10¹² cm⁻² and M = 20, the grid contributes about +0.21 % and the density response about −0.25 %. To leading order they nearly cancel, leaving about −0.04 %. A coarse grid can thus look better than a fine one, so one close agreement at one density proves little.

**A benchmark that separates the errors**

1. Run the solver with N = 0 and subtract that level from later results on the same grid. The empty level has its own relative grid error of about −π²/(12M²). At M = 20 this is 0.0001 eV, or 1.4 % of the shift at 10¹² cm⁻² and 14 % of the shift at 10¹¹ cm⁻².

2. Let s(N) be the level shift. Compute it at two low densities, N₀ and 2N₀, and form

slope = 2 s(N₀)/N₀ − s(2N₀)/(2N₀).

If s = αN + βN², this returns α: the quadratic terms are 2βN₀ and −2βN₀. Multiply by N/W, which does not depend on N, and compare with c_M rather than c. With N₀ = 5 × 10¹⁰ cm⁻², my iterated solution gives 0.147951, 0.146974 and 0.146737 for M = 10, 20 and 40. The formula for c_M gives the same six decimals. It holds for grid points lying on the walls, zⱼ = jh. A cell-centred three-point grid has a slightly different coefficient, 0.84 % rather than 0.88 % above c at M = 10.

3. From the same runs form the curvature

β = [ s(2N₀)/(2N₀) − s(N₀)/N₀ ]/N₀.

The expected value of βN²/S is −3 on a fine grid. On a 200-interval grid I get −3.001. The curvature is more sensitive to the grid than the slope: with the continuum S it is −3.34, −3.08 and −3.02 for M = 10, 20 and 40.

The third step answers most of your last question. Suppose the code solves for ψ₁, computes U once, solves for the level again and stops. The slope is still right, since the density response changes the level only at order N². The curvature is that of a fixed potential: βN²/S = −1, and the numerical value is −1.001. The energy per electron of the converged solution also has curvature −1, but its slope is cW/(2N), so the slope and curvature together distinguish the two cases. A curvature of −3 shows that the density feeds back on the potential, not that the loop has converged: a code that stops after two potential updates already gives −3.00. Convergence shows up at higher density. At 10¹³ cm⁻² two updates give a shift of 0.06462 eV, against 0.06467 eV converged. If the code mixes old and new potentials and stops early, the slope is wrong as well: three updates with mixing 0.5, starting from U = 0, give 0.875 of it.

Converge the loop well below the effect you want to see. At N₀ = 5 × 10¹⁰ cm⁻² the coupling is about 0.05, so the second-order part is near 10⁻⁴ of the shift, about 4 × 10⁻⁸ eV. The curvature needs the levels to a small fraction of that. With mixing 0.5 on 200 intervals, stopping when the level changes by less than 10⁻⁸ eV gives −2.82, and 10⁻¹⁰ eV gives −2.998. Very fine grids can lose the signal to round-off: in double precision the curvature is −2.999 at M = 5000 but −3.06 at M = 20000.

**If the gates are separated by insulators**

Suppose that the zero of potential lies on gates behind two equal insulators, of thickness t and dielectric constant κᵢ. The flux κU' is continuous at the film face, so the slope in the insulator is 2πN/κᵢ and the potential energy at the face is

U_face = 2πNt/κᵢ.

It is the same on both sides, so the solution inside the film is the earlier U plus this constant. The wave function, c and S do not change if energies are measured from the film face. For t = 1 nm and κᵢ = 4 the constant is 0.0226 eV, more than three times the shift you want to test. Subtract it from the level, and half of it from the energy per electron, before comparing. With unequal insulators or gate voltages the two faces generally differ in potential, and this symmetric benchmark no longer applies.

**How this relates to a real transistor**

Your parameters are rough values for a double-gate thin-body transistor near threshold. A 3 nm film is at the thin end, and strong inversion is nearer 10¹³ cm⁻². For the populations I take two valleys with in-plane mass 0.2 mₑ, and four others with confinement mass 0.2 mₑ and in-plane mass 0.42 mₑ. Fermi statistics at 300 K then put about 0.5 % as many electrons in the second level as in the first, and 0.9 % in the other valleys, so with hard walls a single level is reasonable at 10¹² cm⁻². These fractions assume parabolic bands; a nonparabolicity of 0.5 eV⁻¹ roughly doubles both. They are also not negligible on the scale of the benchmark: filling the levels thermally at 300 K changes the deviation from cW from −0.25 % to about −0.37 %, so the test must be run with all electrons forced into the lowest level. The field is 0.075 MV/cm at the film face and 0.23 MV/cm in the insulator, far below the roughly 10 MV/cm that a good thin oxide withstands.

The hard wall is a poorer assumption. Matching ψ and ψ'/m at a 3 eV barrier with mass 0.5 mₑ lowers E₁ by about 0.005 eV. It lowers the level of the light-mass valleys far more, from 0.209 eV to 0.131 eV. Those valleys then hold roughly 15 % as many electrons as the lowest level at 300 K, so the single level is a property of the hard-wall model rather than of the device. The tunnelling factor exp(−2ηt), with η the decay constant in the barrier, is about 4 × 10⁻⁶ for 1 nm; it is not itself a current. A film 0.2 nm thinner has E₁ higher by 0.0069 eV. The barrier and thickness changes of E₁ are each comparable to the whole Hartree shift, and the 0.078 eV drop of the light-mass level is about twelve times as large.

The mean field also leaves out the interaction of one electron with its own image charges. For metal directly at the walls, and x = z/L, summing the images gives

V(x) = (1/4κL) { Σₙ₌₁^∞ [2/n − 1/(n − x) − 1/(n + x)] − 1/x }.

Its average over ψ₁² is −0.037 eV, over five times the Hartree shift and of opposite sign. This bare image term, with screening by the other electrons left out, does not depend on N, so it cancels as an additive term in the change with density. It does pull ψ₁ towards the walls, though, and this lowers the shift at 10¹² cm⁻² by about 4 %, from 0.00662 eV to 0.00637 eV. The number does not carry over to a film behind insulators.

Exchange does depend on N. For a thin sheet at midplane between metal walls, the interaction at in-plane wave number p is (2π/κp) tanh(pL/2). At zero in-plane momentum the exchange energy is

Σₓ = −(1/κ) ∫₀^∞ tanh(pL/2) f(p) dp,

where f is the Fermi occupation of each spin and valley state. With the two valleys above at 300 K this is about −0.0026 eV. The thin sheet overstates the interaction, since its own Hartree shift would be W/4 rather than cW. With the interaction averaged over the sine-squared profile, exchange is about −0.0015 eV, or 22 % of the Hartree shift in size. With metal at the walls it cannot exceed 25 %, because exchange acts only within each of the four spin and valley states (intervalley exchange neglected) and the interaction is largest at p = 0. Behind insulators the bound refers to the full Hartree energy cW + U_face. For the 1 nm insulators above, exchange is about −0.0047 eV, which is 16 % of that 0.029 eV but about 70 % of cW. The value 0.006635 eV is therefore a sharp target for a mean-field code, but not a prediction of a measured level.
